# Rydberg Constant and Proton Radius from Two Model Hydrogen Frequencies

## Problem

The proton radius enters the hydrogen $nS$ levels only through a small shift, yet a single $nS$-$n'S$ line, being one equation in two unknowns, cannot separate it from the Rydberg constant. Work in SI units (Hz, m$^{-1}$, fm); atomic units are unsuitable because $R_\infty$ fixes the hartree itself. Let $m$ and $M$ be the electron and proton masses, $c_0=299792458$ m/s the speed of light, $\eta=m/M=5.446170214889\times10^{-4}$, $\mu=1/(1+\eta)=0.99945567942476$ the reduced mass in units of $m$, and $\alpha=0.0072973525643$. Unless stated otherwise, $\alpha$ and $\eta$ are exact. All levels are hyperfine centroids.

For a point proton take the level energy, measured from the ionization limit in units of $mc_0^2$, as the sum of five terms, with $L_0=\ln\alpha^{-2}$, $L=\ln(1/\mu\alpha^2)$ and $P_n=\alpha^5\mu^3/(\pi n^3)$:

$$e_n^{\rm D}=\mu(f_n-1)-\tfrac12\mu^3\eta(f_n-1)^2,\qquad f_n=\Big[1+\frac{\alpha^2}{(n-1+\sqrt{1-\alpha^2})^2}\Big]^{-1/2},$$

$$e_n^{\rm rec}=P_n\eta\Big[\tfrac13L_0-\tfrac83\ln k_0-\tfrac19-\tfrac73\tilde a_n-\tfrac{2}{1-\eta^2}\Big(\ln\tfrac1\mu-\eta^2\ln\tfrac1{\eta\mu}\Big)\Big],$$

$$e_n^{\rm SE}=P_n\Big[\tfrac43L+\tfrac{10}9-\tfrac43\ln k_0+A_{50}\alpha+\alpha^2(-L^2+A_{61}L+A_{60})\Big],$$

$$e_n^{\rm VP}=P_n\Big[-\tfrac4{15}+V_{50}\alpha+\alpha^2\big(-\tfrac2{15}L_0+V_{60}\big)\Big],$$

$$e_n^{\rm 2L}=P_n\frac\alpha\pi\big[B_{40}+B_{50}\alpha+B_{63}\alpha^2L^3\big].$$

These are the Dirac energy with leading recoil, the Salpeter recoil term, the one-loop self-energy, the Uehling vacuum polarization and the two-loop correction. The coefficients are established results of bound-state QED and are given here as inputs. Five do not depend on $n$: $A_{50}=9.2911209$, $V_{50}=0.32724923$, $B_{40}=0.53894131$, $B_{50}=-21.55447$, $B_{63}=-8/27$. The others, among them the Bethe logarithm $\ln k_0$, do:

| | 1S | 2S | 3S |
|---|---|---|---|
| $\ln k_0$ | 2.984128556 | 2.811769893 | 2.767663612 |
| $\tilde a_n$ | $-4.3862944$ | $-4.5$ | $-4.5224031$ |
| $A_{61}$ | 5.4193737 | 5.9301183 | 5.8792455 |
| $A_{60}$ | $-30.924149$ | $-31.840465$ | $-31.702501$ |
| $V_{60}$ | $-0.63357345$ | $-0.82555556$ | $-0.83129863$ |

The model is truncated. It omits the two-loop coefficients $B_{62},B_{61},B_{60}$, three-loop, Wichmann-Kroll, higher recoil, radiative-recoil, muonic and hadronic terms and the relativistic size corrections, and its frequencies lie about 40 kHz above the measured 1S-2S and 1S-3S lines, so it cannot be applied to real data. The data are therefore model frequencies, computed from this same level formula with reference values of $R_\infty$ and $r_p$ and rounded to 1 Hz:

$$f_{12}(1S\text{-}2S)=2466061413226601\ \text{Hz},\qquad f_{13}(1S\text{-}3S)=2922743278708476\ \text{Hz}.$$

Assign them chosen, independent, Gaussian uncertainties $s_1=10$ Hz and $s_2=1$ kHz. Use $|\psi_{n}(0)|^2=1/(\pi a_\mu^3n^3)$ for the Schrödinger $nS$ state, with $a_\mu=\hbar/(\mu mc_0\alpha)$.

(a) Find the first-order shift due to a proton of rms charge radius $r_p$, and identify two unknowns in which the two frequencies are linear.

(b) Solve for $R_\infty$ and $r_p$.

(c) Find the uncertainties and the correlation coefficient of the two unknowns, and a lower bound on it valid for any $s_1/s_2$.

(d) Find the correlation of $R_\infty$ with $r_p$ itself. Repeat the solution with $f_{13}$ raised by 2 kHz, and find the change of $R_\infty$ if $r_p=0.88$ fm is imposed and only $f_{12}$ is used.

(e) Find what happens if the analysis omits $B_{50}$, omits $A_{60}$, or replaces $A_{60}(n)$ by $A_{60}(1)$, and how a theory uncertainty $s_{\rm th}/n^3$ with $s_{\rm th}=2$ kHz changes the correlation.

(f) Decide whether the uncertainties $u(\alpha)=1.1\times10^{-12}$ and $u(\eta)=9.4\times10^{-15}$ may be neglected.

## Solution

### (a) The linear equations

The definition $hc_0R_\infty=\tfrac12\alpha^2mc_0^2$ eliminates the electron mass. With $X\equiv c_0R_\infty$,

$$\frac{mc_0^2}{h}=\frac{2X}{\alpha^2},\qquad \lambda\equiv\frac{\hbar}{mc_0}=\frac{c_0}{2\pi}\frac{h}{mc_0^2}=\frac{\alpha^2c_0}{4\pi X}.$$

The five terms $e_n$ contain only $\alpha$, $\eta$ and $n$, so the point-proton level is $X$ times a pure number, $-XA_n$, with $A_n=-(2/\alpha^2)\sum e_n$.

Let the proton charge density be $\varrho(\mathbf r)$, normalized to 1, with $\int r^2\varrho\,d^3r=r_p^2$. The electron's potential energy is $V=-\alpha\hbar c_0\int\varrho(\mathbf r')\,d^3r'/|\mathbf r-\mathbf r'|$, and the perturbation is $\delta V=V+\alpha\hbar c_0/r$. Since $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$,

$$\nabla^2\delta V=4\pi\alpha\hbar c_0\,[\varrho-\delta^3(\mathbf r)].$$

For a spherical $\varrho$, $\delta V$ vanishes outside the proton, a region much smaller than $a_\mu$, so the wave function may be replaced by its value at the origin: $\delta E=|\psi_n(0)|^2\int\delta V\,d^3r$. Insert $1=\nabla^2(r^2/6)$ and integrate by parts twice; the surface terms vanish with $\delta V$, and $r^2\delta^3(\mathbf r)$ integrates to zero:

$$\int\delta V\,d^3r=\frac16\int r^2\nabla^2\delta V\,d^3r=\frac{2\pi}{3}\alpha\hbar c_0\,r_p^2 .$$

With $a_\mu=\lambda/(\mu\alpha)$ and $\hbar c_0=mc_0^2\lambda$,

$$\delta E=\frac{2\pi}3\alpha\,mc_0^2\lambda\,r_p^2\,\frac{\mu^3\alpha^3}{\pi\lambda^3n^3}=\frac23\mu^3\alpha^4mc_0^2\Big(\frac{r_p}{\lambda}\Big)^2\frac1{n^3}.$$

The shift is positive because the attraction is weaker inside the charge. Write $\delta E/h=Y/n^3$ and substitute the expressions for $mc_0^2/h$ and $\lambda$:

$$Y=\frac23\mu^3\alpha^4\cdot\frac{2X}{\alpha^2}\cdot\frac{16\pi^2X^2r_p^2}{\alpha^4c_0^2}=\frac{64\pi^2}{3}\frac{\mu^3X^3r_p^2}{\alpha^2c_0^2}.\tag{1}$$

Two corrections of relative order $r_p/a_\mu$ have been neglected: the variation of the wave function across the proton and the second-order shift. Their combined size can be found for a uniformly charged sphere, whose radius is $\sqrt{5/3}\,r_p$, about $2.05\times10^{-5}a_\mu$ here. Matching the power-series solution of the Schrödinger equation inside to the decaying confluent hypergeometric solution outside gives an eigenvalue shift that lies below $Y/n^3$ by $2.6\times10^{-5}$ of $Y/n^3$, for each of $n=1,2,3$.

The level is $E_n/h=-XA_n+Y/n^3$, and the two differences $E_2-E_1$ and $E_3-E_1$ give

$$f_{12}=aX-bY,\qquad f_{13}=cX-dY,\tag{2}$$

with $a=A_1-A_2$, $c=A_1-A_3$, $b=1-\tfrac18=\tfrac78$, $d=1-\tfrac1{27}=\tfrac{26}{27}$. The equations are exactly linear in $X$ and $Y\propto R_\infty^3r_p^2$ within this model. They are not linear in $r_p$, which follows afterwards from (1).

### (b) The solution

The logarithms are $L_0=9.840487318$ and $L=9.841031787$. As an example of the arithmetic, the 1S self-energy bracket is

$$13.1213757+1.1111111-3.9788381+0.0678006-0.0039639=10.3174854,$$

where the last entry is $\alpha^2(-96.84591+53.33223-30.92415)$. Evaluating all terms in 40-digit arithmetic gives

$$A_1=0.99946650872352694964,\quad A_2=0.24986776082304225728,\quad A_3=0.11105201493097774636,$$

$$a=0.74959874790048469236,\qquad c=0.88841449379254920327 .$$

These digits are properties of the truncated model, not of hydrogen. About seventeen decimals are needed to obtain $X$ to 1 Hz, because frequencies of order $10^{15}$ Hz are subtracted and the result is divided by a number near $1/18$; rounding the $A_n$ to sixteen decimals moves $X$ by about 5 Hz. The rest are guard digits. The values were computed with the unrounded closed forms of $A_{50}$, $V_{50}$, $B_{40}$, $\tilde a_n$, $A_{61}$ and $V_{60}$ used in the program. The rounded values of these six coefficients listed in the problem change each level by less than 0.1 Hz and each $A_n$ by less than $10^{-17}$, so they do not reproduce the last few digits. The reduced mass must be evaluated as $1/(1+\eta)$: the listed 14-decimal $\mu$ would move the 1S level and $X$ by 5 Hz.

To eliminate $Y$, multiply the second equation of (2) by $b$, the first by $d$, and subtract: $bf_{13}-df_{12}=(bc-ad)X$. To eliminate $X$, multiply the second by $a$ and the first by $c$: $af_{13}-cf_{12}=(bc-ad)Y$. Hence

$$X=\frac{bf_{13}-df_{12}}{\Delta},\qquad Y=\frac{af_{13}-cf_{12}}{\Delta},\qquad\Delta=bc-ad.\tag{3}$$

In the Bohr limit $a=\tfrac34\mu$, $c=\tfrac89\mu$ and $\Delta=\mu(\tfrac79-\tfrac{13}{18})=\mu/18$. The full value is $\Delta=0.055526850756902700966$, or $18\Delta=0.99948331$, which exceeds $\mu$ by $2.76\times10^{-5}$. The Dirac term explains this. With $\delta=1-\sqrt{1-\alpha^2}\approx\alpha^2/2$ one has $(n-\delta)^{-2}\approx n^{-2}+\alpha^2n^{-3}$, and $(1+x)^{-1/2}\approx1-\tfrac12x+\tfrac38x^2$ gives

$$A_n\approx\mu\Big[\frac1{n^2}+\alpha^2\Big(\frac1{n^3}-\frac{3}{4n^4}\Big)\Big].\tag{4}$$

A piece $\kappa/n^3$ of $A_n$ adds $\kappa b$ to $a$ and $\kappa d$ to $c$, so it adds $\kappa(bd-bd)=0$ to $\Delta$. The $n^{-4}$ piece adds $-\tfrac34\alpha^2\mu\,(\tfrac78\cdot\tfrac{80}{81}-\tfrac{15}{16}\cdot\tfrac{26}{27})=+\tfrac34\cdot\tfrac{25}{648}\alpha^2\mu$, and 18 times this is $2.77\times10^{-5}$.

The numerator of $X$ is

$$2557400368869916.5-2374725805329319.5=182674563540597.0\ \text{Hz},$$

and division by $\Delta$ gives $X=3289841960249983$ Hz, so $R_\infty=X/c_0=10973731.568157$ m$^{-1}$. The first equation of (2) then yields $Y$: $aX=2466061414193863.2$ Hz, $aX-f_{12}=967262.2$ Hz, and $Y=967262.2/0.875=1105.4425$ kHz. With this $X$, equation (1) reads $Y/r_p^2=1563.8753$ kHz/fm$^2$, so

$$r_p=\sqrt{1105.4425/1563.8753}\ \text{fm}=0.84075\ \text{fm}.$$

These are the tabulated reference values from which the model frequencies were generated; the inversion recovers them and carries no new information about nature. With $mc_0^2/h=1.2355899655\times10^{20}$ Hz the contributions to the levels are, in kHz:

| | 1S | 2S | 3S |
|---|---|---|---|
| Dirac, recoil | $-3288095029857.0$ | $-822026488921.1$ | $-365343889847.9$ |
| Salpeter | 2409.5 | 341.3 | 103.9 |
| self-energy | 8383312.0 | 1071277.5 | 319184.7 |
| vacuum pol. | $-214819.7$ | $-26853.5$ | $-7956.6$ |
| two-loop | 691.9 | 86.5 | 25.6 |
| proton size | 1105.4 | 138.2 | 40.9 |

### (c) Covariance and the bound

Errors $\epsilon_1,\epsilon_2$ in $f_{12},f_{13}$ propagate through (3) as $\delta X=(b\epsilon_2-d\epsilon_1)/\Delta$ and $\delta Y=(a\epsilon_2-c\epsilon_1)/\Delta$, with $b/\Delta=15.758$, $d/\Delta=17.342$, $a/\Delta=13.500$, $c/\Delta=16.000$. Each error pushes $X$ and $Y$ in the same direction and by similar amounts. With $\langle\epsilon_i^2\rangle=s_i^2$ and $\langle\epsilon_1\epsilon_2\rangle=0$,

$$\sigma_X^2=\frac{d^2s_1^2+b^2s_2^2}{\Delta^2},\quad\sigma_Y^2=\frac{c^2s_1^2+a^2s_2^2}{\Delta^2},\quad{\rm cov}=\frac{cd\,s_1^2+ab\,s_2^2}{\Delta^2}>0 .$$

The correlation coefficient is $\rho={\rm cov}/(\sigma_X\sigma_Y)$. In $\Delta^4(\sigma_X^2\sigma_Y^2-{\rm cov}^2)$ the terms $c^2d^2s_1^4$ and $a^2b^2s_2^4$ cancel, leaving $s_1^2s_2^2(a^2d^2+b^2c^2-2abcd)=s_1^2s_2^2\Delta^2$. Therefore

$$1-\rho^2=\frac{\Delta^2s_1^2s_2^2}{(d^2s_1^2+b^2s_2^2)(c^2s_1^2+a^2s_2^2)}.\tag{5}$$

Divide numerator and denominator by $s_1^2s_2^2$ and set $t=s_1^2/s_2^2$. The denominator becomes $c^2d^2t+a^2b^2/t+a^2d^2+b^2c^2$. The arithmetic-geometric mean inequality gives $c^2d^2t+a^2b^2/t\ge2abcd$, with equality at $t=ab/(cd)$, so the denominator is at least $(ad+bc)^2$:

$$\rho\ge\rho_{\min}=\sqrt{1-\Big(\frac{\Delta}{ad+bc}\Big)^2}.$$

In the Bohr limit $ad+bc=\mu(\tfrac{13}{18}+\tfrac{14}{18})=\tfrac32\mu$ and the ratio is $1/27$. The full model gives $0.0370377$ and $\rho_{\min}=0.9993139$, reached at $s_1/s_2=0.8756$. The cause is geometric. In the $(Y,X)$ plane the two equations are lines of slopes $b/a$ and $d/c$, near $7/6$ and $13/12$, and their crossing is poorly located along the common direction however the precision is shared. The ratio $\Delta/(ad+bc)$ is the difference of the two slopes over their sum, and in the Bohr limit an $nS$-$n'S$ line has slope proportional to $(n^2+nn'+n'^2)/[nn'(n+n')]$. Lines that share their lower level have close slopes: 2S-3S with 2S-4S ($19/30$ and $7/12$) gives $\rho_{\min}=0.9992$, whereas 1S-2S with 2S-8S ($7/6$ and $21/40$) gives $0.925$. The value $0.9993$ thus belongs to this pair of lines. The bound holds for independent errors and exact theory.

For $s_1\ll s_2$ the denominator of (5) tends to $a^2b^2s_2^4$, and $1-\rho^2\approx2(1-\rho)$ gives

$$1-\rho\approx\frac12\Big(\frac{\Delta s_1}{ab\,s_2}\Big)^2=\frac12\Big(\frac{0.0555269\times0.01}{0.655899}\Big)^2=3.583\times10^{-7},$$

which agrees with the value from (5) to the four digits shown. The uncertainties are $\sigma_X=\sqrt{0.17342^2+15.758^2}=15.759$ kHz and $\sigma_Y=\sqrt{0.16000^2+13.4998^2}=13.501$ kHz. Thus $\sigma_X/X=4.79\times10^{-12}$, $\sigma_{R_\infty}=5.26\times10^{-5}$ m$^{-1}$ and $\sigma_Y/Y=0.01221$. The 10 Hz line contributes almost nothing to either. It fixes the width of the error ellipse: at given $Y$, the spread of $X$ is $\sigma_X\sqrt{1-\rho^2}\approx(bs_2/\Delta)\,\Delta s_1/(abs_2)=s_1/a=13.34$ Hz.

### (d) Correlation with the radius

From (1), $\delta r_p/r_p=\delta Y/(2Y)-3\,\delta X/(2X)$. The second term is of order $10^{-11}$ against $0.006$ for the first and is dropped, so $\sigma_r=r_p\sigma_Y/(2Y)=0.0051$ fm. To linear order $r_p$ has the same correlation with $X$ as $Y$ has, and solutions slide along the 1S-2S line, $a\,dX=b\,dY$:

$$\frac{dX}{dr_p}=\frac ba\,\frac{2Y}{r_p}=1.1672912\times\frac{2\times1105.4425}{0.84075}=3069.6\ \text{kHz/fm}.$$

Because $1-\rho$ is so small, the curvature of the square root matters. Write $Y\to Y(1+\sigma g)$ with $\sigma=\sigma_Y/Y$ and $g$ a unit Gaussian variable. Then the relative change of $r_p$ is $\tfrac12\sigma g-\tfrac18\sigma^2g^2+\tfrac1{16}\sigma^3g^3+\dots$, which can be regrouped, apart from a constant, as $pg+q(g^2-1)+\tfrac1{16}\sigma^3(g^3-3g)$ with $p=\tfrac12\sigma+O(\sigma^3)$ and $q=-\tfrac18\sigma^2$. The three polynomials are mutually uncorrelated, since $\langle g^3\rangle=0$ and $\langle g^4\rangle=3$, and $\langle(g^2-1)^2\rangle=2$. The variance is $p^2+2q^2+O(\sigma^6)$ and the covariance with $g$ is $p$, so the correlation of $r_p$ with $g$ is $(1+2q^2/p^2)^{-1/2}\approx1-q^2/p^2=1-\sigma^2/16$. The part of $\delta X$ independent of $g$ is uncorrelated with $r_p$, so the two correlation factors multiply, and to leading order

$$1-\rho(R_\infty,r_p)\approx3.583\times10^{-7}+\frac{0.012213^2}{16}=3.583\times10^{-7}+9.322\times10^{-6}=9.68\times10^{-6}.$$

Higher orders in $\sigma$ change the third digit: averaging the unexpanded square root over the Gaussian errors gives $9.69\times10^{-6}$. The larger term does not describe scatter. The points still lie on a narrow curve, and the coefficient measures its departure from a straight line.

Raising $f_{13}$ by 2 kHz gives $\delta X=15.758142\times2=31.516$ kHz and $\delta Y=13.499753\times2=27.000$ kHz. Then $R_\infty=10973731.568262$ m$^{-1}$ and $r_p=\sqrt{1132.442/1563.8753}=0.85096$ fm. Imposing $r_p=0.88$ fm on $f_{12}$ alone multiplies $Y$ by $(0.88/0.84075)^2=1.095548$, the change of $X^3$ in (1) being negligible, and gives $\delta X=1.1672912\times1105.4425\times0.095548=123.29$ kHz, or $3.75\times10^{-11}$ of $X$.

### (e) Errors in the QED terms

Suppose the true level contains a term $T_n/n^3$ (a frequency, proportional to the true $X$) that the analysis leaves out, so that it uses coefficients $a',c',\Delta'$. The data obey $f_{12}=a'X-bY+\delta_{12}$ and $f_{13}=c'X-dY+\delta_{13}$. Adding and subtracting $T_1/8$ and $T_1/27$,

$$\delta_{12}=\frac{T_2}8-T_1=\frac{T_2-T_1}{8}-bT_1,\qquad\delta_{13}=\frac{T_3-T_1}{27}-dT_1 .$$

Formula (3) is linear, so the fitted values shift by (3) applied to $\delta_{12},\delta_{13}$. The $T_1$ pieces contribute $(-bd+db)T_1/\Delta'=0$ to $X$ and $(-a'd+c'b)T_1/\Delta'=T_1$ to $Y$. Hence

$$\delta X=\frac{1}{\Delta'}\Big[b\frac{T_3-T_1}{27}-d\frac{T_2-T_1}8\Big],\quad\delta Y=T_1+\frac1{\Delta'}\Big[a'\frac{T_3-T_1}{27}-c'\frac{T_2-T_1}8\Big].\tag{6}$$

A term with pure $1/n^3$ scaling has the form of the size shift and is absorbed entirely in $Y$. Only the $n$-dependence of a coefficient reaches $R_\infty$. The primed coefficients differ from the unprimed ones by amounts of order $T/X$, which is below $10^{-9}$ here, and the primes are dropped.

The one-loop prefactor is $\alpha^5\mu^3mc_0^2/(\pi h)=812534.42$ kHz, and the two-loop prefactor is $\alpha/\pi$ times this, $1887.3708$ kHz. For $B_{50}$, $T_n=1887.3708\times\alpha\times(-21.55447)=-296.87$ kHz for all $n$. Omitting it leaves $X$ unchanged and gives $Y=1105.44-296.87=808.58$ kHz, so $r_p=0.7191$ fm.

For $A_{60}$, $T_n=\alpha^2\times812534.42\ \text{kHz}\times A_{60}(n)=43.2686\,A_{60}(n)$ kHz and $T_1=-1338.04$ kHz. The differences are $(T_2-T_1)/8=43.2686\times(-0.916316)/8=-4.9560$ kHz and $(T_3-T_1)/27=43.2686\times(-0.778352)/27=-1.2473$ kHz. Equation (6) gives

$$\delta X=15.7581(-1.2473)+17.3423(4.9560)=66.29\ \text{kHz},$$

$$\delta Y=-1338.04+13.4998(-1.2473)+15.9997(4.9560)=-1338.04+62.46=-1275.59\ \text{kHz}.$$

The fitted $Y$ is $-170.15$ kHz and $r_p^2=-0.109$ fm$^2$. The linear equations still have a solution, but no real radius corresponds to it, because the omitted negative term outweighs the size shift. If instead $A_{60}(n)$ is replaced by $A_{60}(1)$, the omitted term is $T_n-T_1$, which vanishes for 1S and has the same differences. Then $\delta X=66.29$ kHz again, about four times $\sigma_X$, while $\delta Y=62.46$ kHz and $r_p=0.8642$ fm.

An unknown term $\theta/n^3$ with standard deviation $s_{\rm th}$, independent of the measurements, changes the inferred size shift by $\theta$ and leaves $X$ alone. The covariance and $\sigma_X$ are unchanged, while $\sigma_Y^2\to\sigma_Y^2+s_{\rm th}^2$:

$$\rho\to\frac{\rho}{\sqrt{1+s_{\rm th}^2/\sigma_Y^2}}=\frac{1}{\sqrt{1+(2/13.501)^2}}=0.9892,$$

with $\rho$ set to 1 at this precision, and $\sigma_r=0.0052$ fm. This lies below $\rho_{\min}$, which assumed exact theory. For $s_{\rm th}\gg\sigma_Y$ the correlation tends to zero.

### (f) The inputs $\alpha$ and $\eta$

At leading order $A_n=\mu/n^2$, so $a$, $c$ and $\Delta$ all scale with $\mu$. In (3) $Y$ is then unchanged and $X\propto1/\mu=1+\eta$, giving $\delta X=X\mu\,\delta\eta=3.2898\times10^{15}\times0.99946\times9.4\times10^{-15}=30.9$ Hz. Recomputing the $A_n$ with $\eta+u(\eta)$ gives the same $30.9$ Hz and a change of $Y$ below $10^{-3}$ Hz.

For $\alpha$, the $n^{-3}$ piece of (4) goes into $Y$. The $n^{-4}$ piece puts $+\tfrac34\alpha^2\mu X/n^4$ in the level, which grows by $k/n^4$ with $k=\tfrac32\alpha\mu X\,u(\alpha)=39.6$ Hz. The analysis now includes too much, so the shift is the negative of (3) applied to $\delta_{12}=-\tfrac{15}{16}k$, $\delta_{13}=-\tfrac{80}{81}k$, namely $\delta X=-\tfrac{25}{648}k/\Delta=-27.5$ Hz. Recomputing all terms with $\alpha+u(\alpha)$ gives $\delta X=-27.4$ Hz and $\delta Y=-16.4$ Hz.

The shifts of $X$ are about $0.2\%$ of $\sigma_X$, and those of $Y$ are at most $0.12\%$ of $\sigma_Y$, so they may be neglected in the quoted uncertainties. They may not be neglected in $1-\rho$. The $\eta$ shift moves $X$ at fixed $Y$, across the ellipse, by $30.9$ Hz, more than the width $13.34$ Hz. The $\alpha$ shift moves it across by $\delta X-(b/a)\,\delta Y=-27.38+1.1673\times16.45=-8.2$ Hz. Treated as independent, the three add in quadrature to a width of $34.6$ Hz, and since $1-\rho$ scales as the square of the width, $1-\rho(X,Y)$ rises to $2.4\times10^{-6}$. The value $3.583\times10^{-7}$ therefore holds only for exact $\eta$, $\alpha$ and theory; once $s_{\rm th}$ is included, it dominates $1-\rho$.
